# Crack-length-independent energy release rate of a four-point-bend interface specimen: verification in Python

```python
"""Plateau energy release rate of a four-point-bend interface specimen.

Result under test, for each of two symmetric interface cracks:
    G = M^2/2 * (1/D_lower - 1/D_bonded),   M = P*l/(2*b)
P: total load, l: inner-to-outer pin distance, b: width,
M: moment per width, D: plane-strain bending stiffness per width.
The notched upper layer is unloaded behind the crack tip.
Internal units are N and mm; 1 N/mm = 1000 J/m^2.
The finite-element model is one symmetric half of the specimen.
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

E_up, nu_up, h_up = 100e3, 0.25, 0.6
E_low, nu_low, h_low = 160e3, 0.20, 0.8
width, inner_half, arm, load = 5.0, 10.0, 8.0, 12.0
overhang = 2.0
pin_force = load / (2 * width)
moment = pin_force * arm


def plane_modulus(E, nu):
    return E / (1 - nu**2)


def bonded_stiffness(E1, nu1, h1, E2, nu2, h2):
    p1, p2 = plane_modulus(E1, nu1), plane_modulus(E2, nu2)
    coupling = p1*h1*p2*h2*(h1 + h2)**2 / (4*(p1*h1 + p2*h2))
    return p1*h1**3/12 + p2*h2**3/12 + coupling


def section_response(layers, free_width=False):
    """Strain at z=0 and curvature for unit moment, by quadrature.

    Layers are listed from the bottom as (E, nu, thickness).
    A free width has zero transverse force and transverse moment.
    """
    stiffness = np.zeros((4, 4))
    points, weights = np.polynomial.legendre.leggauss(3)
    bottom = 0.0
    for E, nu, h in layers:
        Q = E/(1 - nu**2) * np.array([[1, nu], [nu, 1]])
        for p, w in zip(points, weights):
            z = bottom + h*(1 + p)/2
            stiffness += w*h/2*np.kron([[1, z], [z, z*z]], Q)
        bottom += h
    if free_width:
        answer = np.linalg.solve(stiffness, [0, 0, 1, 0])
        return answer[0], answer[2]
    held = stiffness[np.ix_([0, 2], [0, 2])]
    return np.linalg.solve(held, [0, 1])


def element_matrix(E, nu):
    """Nine-node plane-strain square; its stiffness is size independent."""
    C = E/((1 + nu)*(1 - 2*nu)) * np.array(
        [[1 - nu, nu, 0], [nu, 1 - nu, 0], [0, 0, (1 - 2*nu)/2]])
    points, weights = np.polynomial.legendre.leggauss(3)

    def shape(t):
        return np.array([t*(t - 1)/2, 1 - t*t, t*(t + 1)/2])

    def slope(t):
        return np.array([t - 0.5, -2*t, t + 0.5])

    K = np.zeros((18, 18))
    for p, wp in zip(points, weights):
        for q, wq in zip(points, weights):
            nx = np.outer(slope(p), shape(q)).ravel()
            ny = np.outer(shape(p), slope(q)).ravel()
            B = np.zeros((3, 18))
            B[0, 0::2], B[1, 1::2] = nx, ny
            B[2, 0::2], B[2, 1::2] = ny, nx
            K += wp*wq*(B.T @ C @ B)
    return K


K_low = element_matrix(E_low, nu_low)
K_up = element_matrix(E_up, nu_up)


def solve_specimen(crack, size):
    """Energy, load displacement, layer energies and crack-face gap."""
    nx = round((inner_half + arm + overhang)/size)
    n_low, n_up = round(h_low/size), round(h_up/size)
    n_layers = n_low + n_up
    rows = 2*n_layers + 2
    columns = 2*nx + 1
    ex, ey = np.meshgrid(np.arange(nx), np.arange(n_layers), indexing="ij")
    ex, ey = ex.ravel(), ey.ravel()
    base = 2*ex*rows + 2*ey + (ey >= n_low)
    local = (np.arange(3)[:, None]*rows + np.arange(3)).ravel()
    nodes = base[:, None] + local

    # Two interface rows are joined from the crack tip onward.
    node_map = np.arange(rows*columns)
    tied = np.arange(round(2*crack/size), columns)
    node_map[tied*rows + 2*n_low + 1] = tied*rows + 2*n_low
    nodes = node_map[nodes]
    dofs = np.stack((2*nodes, 2*nodes + 1), axis=2).reshape(len(nodes), 18)
    matrices = np.where((ey < n_low)[:, None, None], K_low, K_up)
    row_ids = np.repeat(dofs, 18, axis=1).ravel()
    col_ids = np.tile(dofs, (1, 18)).ravel()
    total = 2*rows*columns
    K = coo_matrix((matrices.ravel(), (row_ids, col_ids)),
                   shape=(total, total)).tocsr()

    symmetry = 2*np.arange(2*n_low + 1)
    support = 2*(round(2*inner_half/size)*rows) + 1
    fixed = np.append(symmetry, support)
    free = np.setdiff1d(np.unique(dofs), fixed)
    load_node = round(2*(inner_half + arm)/size)*rows + rows - 1
    load_dof = 2*load_node + 1
    force = np.zeros(total)
    force[load_dof] = -pin_force
    u = np.zeros(total)
    u[free] = spsolve(K[free][:, free].tocsc(), force[free],
                      permc_spec="MMD_AT_PLUS_A")
    ue = u[dofs]
    energy = 0.5*np.einsum("ei,eij,ej->e", ue, matrices, ue, optimize=True)
    energy = energy.reshape(nx, n_layers)
    slices = np.column_stack((energy[:, :n_low].sum(axis=1),
                              energy[:, n_low:].sum(axis=1)))/size
    open_columns = np.arange(round(2*crack/size))
    upper = open_columns*rows + 2*n_low + 1
    lower = open_columns*rows + 2*n_low
    gap = u[2*upper + 1] - u[2*lower + 1]
    return energy.sum(), -u[load_dof], slices, gap


def crack_rate(crack, size, step=0.2):
    before = solve_specimen(crack - step, size)
    after = solve_specimen(crack + step, size)
    return (after[0] - before[0])/(2*step), before, after


# Closed formulas against through-thickness integration.
D_low = plane_modulus(E_low, nu_low)*h_low**3/12
D_bond = bonded_stiffness(E_up, nu_up, h_up, E_low, nu_low, h_low)
u_behind = moment**2/(2*D_low)
u_ahead = moment**2/(2*D_bond)
G = u_behind - u_ahead
low_layer = (E_low, nu_low, h_low)
up_layer = (E_up, nu_up, h_up)
strain0, curvature = section_response([low_layer, up_layer])
_, low_curvature = section_response([low_layer])
p_up, p_low = plane_modulus(E_up, nu_up), plane_modulus(E_low, nu_low)
neutral = (p_low*h_low**2/2 + p_up*h_up*(h_low + h_up/2)) / (
    p_low*h_low + p_up*h_up)
assert np.isclose(D_bond, 1/curvature, rtol=1e-10)
assert np.isclose(D_low, 1/low_curvature, rtol=1e-10)
assert np.isclose(neutral, -strain0/curvature, rtol=1e-10)


def section_rate(whole, remaining, free_width=False):
    c_whole = section_response(whole, free_width)[1]
    c_remaining = section_response(remaining, free_width)[1]
    return moment**2/2*(c_remaining - c_whole)


# Equal layers, with width curvature either suppressed or free.
equal_G = 21*(1 - nu_low**2)*load**2*arm**2/(
    16*E_low*width**2*h_low**3)
assert np.isclose(equal_G, section_rate([low_layer]*2, [low_layer]),
                  rtol=1e-10)
equal_free = section_rate([low_layer]*2, [low_layer], True)
assert np.isclose(equal_free, equal_G/(1 - nu_low**2), rtol=1e-10)
free_G = section_rate([low_layer, up_layer], [low_layer], True)

# A thin film stays on the upper strip after its lower face separates.
film = (10e3, 0.30, 0.001)
film_G = section_rate([low_layer, film, up_layer], [low_layer])
film_change = film_G/G - 1
assert abs(film_change) < 0.01

# Crack-length scan from the full two-dimensional elastic model.
mesh = 0.2
scan = {}
for crack in (0.4, 0.8, 1.6, 3.0, 5.0, 7.0, 9.0, 12.0):
    scan[crack], before, after = crack_rate(crack, mesh)
    if crack == 5.0:
        plateau_before, plateau_after = before, after
for crack in (3.0, 5.0, 7.0):
    assert abs(scan[crack]/G - 1) < 3e-3
assert scan[12.0] < 0.8*G
fine = {crack: crack_rate(crack, 0.1)[0] for crack in (0.4, 0.8)}
for crack in fine:
    assert abs(scan[crack]/fine[crack] - 1) < 0.05

# Far-field energy slices, opening and the two loading controls.
U_mid, v_mid, slices, gap = solve_specimen(5.0, mesh)
behind = slices[round(2.4/mesh)]
ahead = slices[round(7.4/mesh)]
assert abs(behind.sum()/u_behind - 1) < 5e-3
assert abs(ahead.sum()/u_ahead - 1) < 5e-3
assert behind[1] < 1e-3*behind[0]
assert np.all(gap > 0)
v_rate = (plateau_after[1] - plateau_before[1])/0.4
delta_rate = 4*width*G/load
assert abs(v_rate/delta_rate - 1) < 3e-3
held_before = plateau_before[0]*(v_mid/plateau_before[1])**2
held_after = plateau_after[0]*(v_mid/plateau_after[1])**2
held_G = -(held_after - held_before)/0.4
assert abs(held_G/G - 1) < 5e-3

toughness = 4e-3
plateau_load = load*np.sqrt(toughness/G)

print(f"Upper layer: E = {E_up/1e3:.0f} GPa, nu = {nu_up:.2f}, h = {h_up:.1f} mm")
print(f"Lower layer: E = {E_low/1e3:.0f} GPa, nu = {nu_low:.2f}, h = {h_low:.1f} mm")
print(f"Width b = {width:.1f} mm; load P = {load:.1f} N")
print(f"Inner half-span s = {inner_half:.1f} mm; arm l = {arm:.1f} mm")
print(f"Plane-strain modulus, upper = {p_up/1e3:.3f} GPa")
print(f"Plane-strain modulus, lower = {p_low/1e3:.3f} GPa")
print(f"Moment per width M = {moment:.3f} N")
print(f"Neutral axis above bottom = {neutral:.5f} mm")
print(f"Lower-layer stiffness D2 = {D_low:.2f} N mm")
print(f"Bonded stiffness Dc = {D_bond:.2f} N mm")
print(f"Energy behind tip = {1e3*u_behind:.4f} J/m^2")
print(f"Energy ahead of tip = {1e3*u_ahead:.4f} J/m^2")
print(f"Plateau G, formula = {1e3*G:.4f} J/m^2")
print(f"FE slice energy behind = {1e3*behind.sum():.4f} J/m^2")
print(f"FE slice energy ahead = {1e3*ahead.sum():.4f} J/m^2")
print(f"FE upper/lower energy ratio behind = {behind[1]/behind[0]:.2e}")
print(f"FE element side for scan = {mesh:.1f} mm")
for crack, value in scan.items():
    print(f"FE a = {crack:.1f} mm: G = {1e3*value:.4f} J/m^2, ratio = {value/G:.4f}")
for crack, value in fine.items():
    print(f"Fine FE (0.1 mm), a = {crack:.1f} mm: G = {1e3*value:.4f} J/m^2")
print(f"FE G at fixed displacement, a = 5 mm: {1e3*held_G:.4f} J/m^2")
print(f"Displacement rate, formula = {1e3*delta_rate:.4f} um per mm crack")
print(f"Displacement rate, FE = {1e3*v_rate:.4f} um per mm crack")
print(f"FE crack mouth opening, a = 5 mm: {1e3*gap[0]:.3f} um")
print(f"Smallest sampled FE gap, a = 5 mm: {1e3*gap.min():.4f} um")
print(f"Equal 0.8 mm lower-material layers: G = {1e3*equal_G:.4f} J/m^2")
print(f"Free-width G, example = {1e3*free_G:.4f} J/m^2")
print(f"Film: E = {film[0]/1e3:.0f} GPa, nu = {film[1]:.2f}, h = {1e3*film[2]:.1f} um")
print(f"Relative change of G due to film = {100*film_change:.4f} percent")
print(f"Chosen toughness = {1e3*toughness:.2f} J/m^2")
print(f"Plateau load at chosen toughness = {plateau_load:.3f} N")
print("success")
```

Output:

```
Upper layer: E = 100 GPa, nu = 0.25, h = 0.6 mm
Lower layer: E = 160 GPa, nu = 0.20, h = 0.8 mm
Width b = 5.0 mm; load P = 12.0 N
Inner half-span s = 10.0 mm; arm l = 8.0 mm
Plane-strain modulus, upper = 106.667 GPa
Plane-strain modulus, lower = 166.667 GPa
Moment per width M = 9.600 N
Neutral axis above bottom = 0.62703 mm
Lower-layer stiffness D2 = 7111.11 N mm
Bonded stiffness Dc = 30220.30 N mm
Energy behind tip = 6.4800 J/m^2
Energy ahead of tip = 1.5248 J/m^2
Plateau G, formula = 4.9552 J/m^2
FE slice energy behind = 6.4800 J/m^2
FE slice energy ahead = 1.5248 J/m^2
FE upper/lower energy ratio behind = 7.21e-11
FE element side for scan = 0.2 mm
FE a = 0.4 mm: G = 4.9060 J/m^2, ratio = 0.9901
FE a = 0.8 mm: G = 4.9554 J/m^2, ratio = 1.0000
FE a = 1.6 mm: G = 4.9552 J/m^2, ratio = 1.0000
FE a = 3.0 mm: G = 4.9552 J/m^2, ratio = 1.0000
FE a = 5.0 mm: G = 4.9552 J/m^2, ratio = 1.0000
FE a = 7.0 mm: G = 4.9552 J/m^2, ratio = 1.0000
FE a = 9.0 mm: G = 4.9671 J/m^2, ratio = 1.0024
FE a = 12.0 mm: G = 2.4595 J/m^2, ratio = 0.4964
Fine FE (0.1 mm), a = 0.4 mm: G = 4.9117 J/m^2
Fine FE (0.1 mm), a = 0.8 mm: G = 4.9554 J/m^2
FE G at fixed displacement, a = 5 mm: 4.9575 J/m^2
Displacement rate, formula = 8.2587 um per mm crack
Displacement rate, FE = 8.2587 um per mm crack
FE crack mouth opening, a = 5 mm: 21.142 um
Smallest sampled FE gap, a = 5 mm: 0.1653 um
Equal 0.8 mm lower-material layers: G = 5.6700 J/m^2
Free-width G, example = 5.1417 J/m^2
Film: E = 10 GPa, nu = 0.30, h = 1.0 um
Relative change of G due to film = 0.0619 percent
Chosen toughness = 4.00 J/m^2
Plateau load at chosen toughness = 10.782 N
success
```
